# Becke's fuzzy cells: iterated polynomial, contact at nuclei, atomic size adjustment

**Q.** I want to integrate a function $F(\mathbf r)$, such as an electron density, over a molecule. Why cut space into overlapping cells instead of using one good grid?

**A.** Because $F$ has a cusp at every nucleus, and a grid in spherical coordinates handles a cusp well only at its own origin. So we look for weights $w_i(\mathbf r)\ge 0$, one per nucleus, with $\sum_i w_i=1$. Then

$$\int F\,d^3r=\sum_i\int w_iF\,d^3r ,$$

and each term can have its own grid centred on nucleus $i$. This helps if $w_i$ suppresses $F$ strongly near all the other nuclei. Sharp cell walls would do that, but they would put a jump into each integrand. We want smooth walls.

**Q.** Smooth in which variable?

**A.** Take two nuclei $i$ and $j$ a distance $R_{ij}$ apart, let $r_i,r_j$ be the distances from the point $\mathbf r$ to them, and define

$$\mu_{ij}=\frac{r_i-r_j}{R_{ij}} .$$

The triangle inequality gives $|r_i-r_j|\le R_{ij}$, so $-1\le\mu_{ij}\le1$. At nucleus $i$, $\mu_{ij}=-1$; at nucleus $j$, $\mu_{ij}=+1$; on the midplane it is zero. We need a function $s(\mu)$ that falls from 1 to 0 across this interval. Write $s=(1-f)/2$ with $f(\pm1)=\pm1$. If $f$ is odd, then $s(\mu)+s(-\mu)=1$, and since $\mu_{ji}=-\mu_{ij}$ the two atoms share each point completely.

**Q.** The choice $f=\mu$ already satisfies all that.

**A.** It does, but it reaches its end values with slope 1. Ask also for zero slope there. The lowest odd polynomial with enough freedom is $p(x)=c_1x+c_3x^3$, with

$$p(1)=c_1+c_3=1,\qquad p'(1)=c_1+3c_3=0 .$$

Subtracting gives $2c_3=-1$, so $c_3=-\tfrac12$, $c_1=\tfrac32$ and

$$p(x)=\tfrac32x-\tfrac12x^3,\qquad p'(x)=\tfrac32(1-x^2)\ge0 .$$

Thus $p$ rises monotonically and maps $[-1,1]$ onto itself. It can therefore be applied again: $f_0=x$, $f_{k+1}=p(f_k)$, $s_k=(1-f_k)/2$.

**Q.** Why should applying it again flatten the ends further?

**A.** Look at the distance of $p$ from its end value. Since $(1-x)^2(2+x)=(1-2x+x^2)(2+x)=2-3x+x^3$,

$$1-p(x)=\tfrac12(2-3x+x^3)=\tfrac12(1-x)^2(2+x).$$

Put $f_k$ in place of $x$:

$$1-f_{k+1}=\tfrac12(1-f_k)^2(2+f_k).$$

The old gap appears squared. Suppose that near $x=1$ the gap is $1-f_k\simeq C_k(1-x)^{n_k}$. There $2+f_k\to3$, so

$$n_{k+1}=2n_k,\qquad C_{k+1}=\tfrac32C_k^2 .$$

With $n_0=C_0=1$ the solution is $n_k=2^k$, $C_k=(3/2)^{2^k-1}$; the exponent of $3/2$ checks because $1+2(2^k-1)=2^{k+1}-1$. Hence

$$1-f_k(x)\simeq\left(\tfrac32\right)^{2^k-1}(1-x)^{2^k}\qquad(x\to1).$$

Oddness gives the same behaviour at $x=-1$.

**Q.** After one step only the first derivative vanishes, after two steps the first three. Three is not twice one.

**A.** Right, so the term needs a definition. What doubles is the order of the zero of $1-f_k$: 1, 2, 4, 8. The number of vanishing derivatives is one less, $2^k-1$: 0, 1, 3, 7. I use "order of contact" for the order of the zero.

**Q.** That is contact in $\mu$. The grid lives in space, and $r_j$ itself has a cusp at nucleus $j$.

**A.** Let $\theta$ be the angle between the displacement from nucleus $j$ and the direction from $i$ to $j$. Then

$$r_i=\sqrt{R_{ij}^2+2R_{ij}r_j\cos\theta+r_j^2}=R_{ij}+r_j\cos\theta+O(r_j^2),$$

and therefore

$$1-\mu_{ij}=\frac{R_{ij}-r_i+r_j}{R_{ij}}=\frac{r_j(1-\cos\theta)}{R_{ij}}+O(r_j^2).$$

This is a cone, not a smooth function. But it is of first order in $r_j$, so the power carries over:

$$s_k(\mu_{ij})\simeq\tfrac12\left(\tfrac32\right)^{2^k-1}\left[\frac{r_j(1-\cos\theta)}{R_{ij}}\right]^{2^k}.$$

To see what happens to derivatives, note that $1-\mu_{ij}$ is $r_j/R_{ij}$ plus a function that is smooth near $j$ and vanishes there. Each differentiation lowers the power of $r_j$ by at most one. Derivatives of $s_k$ of order $m$ are then $O(r_j^{2^k-m})$ and vanish at the nucleus for $m<2^k$. The derivative of order $2^k$ depends on the direction of approach: reversing the direction changes $1-\cos\theta$ into $1+\cos\theta$.

If $F$ contains a cusp term linear in $r_j$, the product $s_kF$ keeps the power $2^k$. If $F$ diverges as $1/r_j$, one power is lost. On the ray behind nucleus $j$, where $\theta=0$, we have $r_i=R_{ij}+r_j$, so $\mu_{ij}=1$ and $s_k=0$ all along it.

**Q.** With three or more atoms, pairs do not add up to one.

**A.** Multiply the pair functions and normalize:

$$P_i=\prod_{j\ne i}s_k(\mu_{ij}),\qquad w_i=\frac{P_i}{\sum_mP_m}.$$

The denominator cannot vanish. If $i$ is the nearest nucleus to $\mathbf r$, all its $\mu_{ij}\le0$, each factor is at least $\tfrac12$, and for $M$ atoms $\sum_mP_m\ge2^{-(M-1)}$.

Near nucleus $j$, every $P_i$ with $i\ne j$ contains the factor $s_k(\mu_{ij})$. Its other factors do not involve $r_j$ and are smooth there. Meanwhile $P_j\to1$, so the denominator tends to 1. Each foreign weight thus vanishes at least as $r_j^{2^k}$, and $w_j=1-O(r_j^{2^k})$.

**Q.** Then why not iterate twenty times?

**A.** Because the wall steepens. Since $f_k(0)=0$ and $p'(0)=\tfrac32$, the chain rule gives $f_k'(0)=(3/2)^k$, which is 3.375 for $k=3$. Moreover $p(x)-x=\tfrac12x(1-x^2)>0$ for $0<x<1$. The iterates rise there, stay below 1, and must converge to a fixed point of $p$; the only one available is 1. By oddness, negative values go to $-1$. As $k\to\infty$ the cells become the sharp polyhedra of points nearest to each nucleus, and the jump we wanted to avoid returns.

**Q.** So $k=3$ follows from a theorem?

**A.** No, it is a practical compromise. Here is a model case. Atoms A, B, C sit at $(0,0,0)$, $(2,0,0)$, $(0,2,0)$ bohr and carry exponential shells, each of the form $N\zeta^3e^{-2\zeta r}/\pi$, which integrates to $N$ electrons. A has 2 electrons with $\zeta=6$ and 6 with $\zeta=2$; B has 2 with $\zeta=5$ and 4 with $\zeta=1.5$; C has 1 with $\zeta=1$ (all $\zeta$ in bohr$^{-1}$). The exact total is 15.

Each atom carries a product grid: 50 Gauss–Legendre radial points mapped by $r=(1+x)/(1-x)$ bohr, 20, 24 or 28 Gauss–Legendre polar points, and twice as many equally spaced azimuthal points. The root-mean-square error of the electron count over these three grids, which differ only in their angular part, was:

- $k=0$: $1.7\times10^{-3}$ electrons
- $k=1$: $4.1\times10^{-4}$
- $k=2$: $4.2\times10^{-5}$
- $k=3$: $1.3\times10^{-6}$
- $k=4$: $1.1\times10^{-6}$
- $k=5$: $2.0\times10^{-5}$

In this average $k=3$ and $k=4$ are about equal, and $k=5$ is worse than both. For $k=4$ and $k=5$ the average is dominated by the coarsest angular grid: with 28 polar points alone the errors for $k=3,4,5$ are $1.3\times10^{-6}$, $2\times10^{-7}$ and $1.1\times10^{-6}$ electrons in magnitude. The order of 3 and 4 means little: the $k=3$ error is nearly the same on all three angular grids and is set by the radial grid. With 70 radial points it falls to $7\times10^{-8}$ electrons, while $k=4$ stays near $1\times10^{-6}$ and $k=5$ near $2\times10^{-5}$. The pattern is what one expects if contact helps first and steepness hurts later, but the calculation does not separate the two effects, so that reading remains a conjecture. Another density or grid may move the minimum. Even the orientation matters: for seven rotations of the angular grids with 50 radial points, the $k=4$ and $k=5$ errors fell by factors between about 1.5 and 30 while the $k=3$ error stayed unchanged, so that $k=4$ was the best in each case, and in three cases $k=5$ also beat $k=3$.

**Q.** The wall stands halfway between the atoms. That seems wrong for a large atom next to a small one.

**A.** Then move it. Give the atoms radii $R_i,R_j$ with ratio $\chi=R_i/R_j$, and ask that the wall cut the internuclear segment where $r_i/r_j=\chi$. On that segment $r_i+r_j=R_{ij}$ and $r_i-r_j=\mu_{ij}R_{ij}$, so

$$r_i=\tfrac12R_{ij}(1+\mu_{ij}),\qquad r_j=\tfrac12R_{ij}(1-\mu_{ij}),\qquad \frac{1+\mu_{ij}}{1-\mu_{ij}}=\chi .$$

Solving for $\mu_{ij}$ gives the desired wall position

$$u=\frac{\chi-1}{\chi+1}.$$

Now replace $\mu_{ij}$ by a new variable $\nu_{ij}$ that is zero at $u$ but keeps the end points $\pm1$. The lowest polynomial correction vanishing at both ends is a multiple of $1-\mu^2$:

$$\nu_{ij}=\mu_{ij}+a_{ij}(1-\mu_{ij}^2).$$

Setting $u+a_{ij}(1-u^2)=0$ yields

$$a_{ij}=\frac{u}{u^2-1}.$$

The iteration then acts on $\nu_{ij}$.

**Q.** Do the two atoms still agree on the wall?

**A.** Exchanging them turns $\chi$ into $1/\chi$, hence $u$ into $-u$ and $a$ into $-a$. Then $\nu_{ji}=-\mu_{ij}-a_{ij}(1-\mu_{ij}^2)=-\nu_{ij}$, and $s_k(\nu_{ij})+s_k(\nu_{ji})=1$ as before.

The ratio $\chi$ is guaranteed on the segment only. Off the axis the wall is the hyperboloid $r_i-r_j=uR_{ij}$, on which $r_i/r_j=1+uR_{ij}/r_j$ drifts towards 1 far away. A third atom also shifts the surface $w_i=w_j$, because the remaining factors in $P_i$ and $P_j$ differ.

**Q.** Can I ask for any ratio of radii?

**A.** Not if we require the map to be monotone on $[-1,1]$:

$$\frac{d\nu}{d\mu}=1-2a\mu\ge0\quad\Longrightarrow\quad|a|\le\tfrac12 .$$

Otherwise $\nu$ overshoots $\pm1$ near one end and the cell function is no longer monotone, although for $k=3$ the effect starts very small: at $|a|=\tfrac23$, the value $\chi=3$ would need, $s_3$ rises again by only about $10^{-10}$. With $|a|=|u|/(1-u^2)$ the condition reads $u^2+2|u|-1\le0$, so $|u|\le\sqrt2-1$. The largest ratio is

$$\chi_{\max}=\frac{1+(\sqrt2-1)}{1-(\sqrt2-1)}=\frac{\sqrt2}{2-\sqrt2}=\sqrt2+1\approx2.414,$$

and the smallest is its inverse. Outside this range $a$ is held at $\pm\tfrac12$ and the wall stays at the limiting ratio: a request for $\chi=3$ gives 2.414.

The denominator remains safe. For the nearest nucleus $\mu_{ij}\le0$, and monotonicity gives $\nu_{ij}\le\nu(0)=a_{ij}\le\tfrac12$. Hence $\sum_mP_m\ge[s_k(\tfrac12)]^{M-1}>0$.

**Q.** And the contact you worked for?

**A.** Factor the new gap:

$$1-\nu=(1-\mu)-a(1-\mu)(1+\mu)=(1-\mu)\,[1-a(1+\mu)] .$$

At $\mu\to1$ the bracket tends to $1-2a$. For $a<\tfrac12$ the order stays $2^k$, and the coefficient is multiplied by $(1-2a)^{2^k}$. At $a_{ij}=+\tfrac12$, where $i$ is the much smaller atom, $1-\nu=\tfrac12(1-\mu)^2$ and the order doubles once more, to 16 for $k=3$. The larger atom pays for this: its $a$ is $-\tfrac12$, and its coefficient at the small nucleus grows by a factor of $2^8=256$ for $k=3$.

**Q.** Show me one point with numbers.

**A.** Use the three atoms above with radii 1.2, 1.0 and 0.6 bohr, $k=3$, at the point $(0.8,0.6,0)$ bohr. The distances to A, B, C are 1.0000, 1.3416 and 1.6125 bohr. For the pair AB, $\chi=1.2$, so $u=0.2/2.2=0.0909$ and $a=-0.0917$. Then

$$\mu=\frac{1.0000-1.3416}{2}=-0.1708,$$

$$\nu=-0.1708-0.0917\,(1-0.0292)=-0.2598 .$$

Three applications of $p$ give $-0.3810$, $-0.5438$, $-0.7353$, so $s_{AB}=(1+0.7353)/2=0.8676$. The same route gives $s_{AC}=0.9989$ and $s_{BC}=0.9415$. The products are

$$P_A=0.8676\times0.9989=0.8667,$$

$$P_B=(1-0.8676)\times0.9415=0.1246,$$

while $P_C=(1-s_{AC})(1-s_{BC})$ is about $7\times10^{-5}$. Their sum is 0.9914, so $w_A=0.874$ and $w_B=0.126$. Without the size adjustment the weights of A, B, C would be 0.789, 0.174 and 0.036.

**Q.** If the weights change that much, does the integral change?

**A.** The exact integral cannot, since the weights still sum to one. On a finer grid the charges in cells A, B, C are 7.970, 5.911, 1.119 electrons without adjustment and 8.450, 5.820, 0.730 with it. Both totals agree with 15 to better than $10^{-7}$ electrons. For $k=3$ the adjustment brings no gain in accuracy in this example: the errors are $-2.6\times10^{-8}$ electrons without it and $-4.1\times10^{-8}$ with it. The cell charges depend on the chosen walls and should not be read as properties of the atoms.

The numerical check builds the weights from the formulas above and then checks their consequences: the orders of contact by exact polynomial expansion, the power laws near the nuclei by high-precision evaluation, and the wall position between two atoms by numerical root finding.

## Table of computed values

```
Contact at x=1 (dimensionless): k, order, coefficient, slope at 0
  k=0  order= 1  coeff=1  slope=1.0000
  k=1  order= 2  coeff=1.5  slope=1.5000
  k=2  order= 4  coeff=3.375  slope=2.2500
  k=3  order= 8  coeff=17.086  slope=3.3750
  k=4  order=16  coeff=437.89  slope=5.0625
Measured power of r_B in weight of A near nucleus B:
  k=0..3: 1.00000, 2.00000, 4.00000, 8.00000
Order for k=3 at limit a=+1/2: 16, coeff 0.06674
Largest chi with a monotone map: 2.414214
Face ratio r_i/r_j when chi=3 is requested: 2.414214
Atom A: position [0.0, 0.0, 0.0] bohr, radius 1.2 bohr
Atom B: position [2.0, 0.0, 0.0] bohr, radius 1.0 bohr
Atom C: position [0.0, 2.0, 0.0] bohr, radius 0.6 bohr
  shell on A: 2 electrons, exponent 6.0 1/bohr
  shell on A: 6 electrons, exponent 2.0 1/bohr
  shell on B: 2 electrons, exponent 5.0 1/bohr
  shell on B: 4 electrons, exponent 1.5 1/bohr
  shell on C: 1 electrons, exponent 1.0 1/bohr
Sample point [0.8, 0.6, 0.0] bohr; distances to A,B,C (bohr): 1.00000, 1.34164, 1.61245
Pair AB: R=2.00000 bohr, chi=1.20000, u=0.09091, a=-0.09167
  mu=-0.17082 nu=-0.25981 f1=-0.38095 f2=-0.54378 f3=-0.73528 s=0.86764
Pair AC: R=2.00000 bohr, chi=2.00000, u=0.33333, a=-0.37500
  mu=-0.30623 nu=-0.64606 f1=-0.83426 f2=-0.96107 f3=-0.99776 s=0.99888
Pair BC: R=2.82843 bohr, chi=1.66667, u=0.25000, a=-0.26667
  mu=-0.09575 nu=-0.35997 f1=-0.51663 f2=-0.70600 f3=-0.88305 s=0.94153
Sample plain: P_A,P_B,P_C = 0.69513, 0.15359, 0.03185; sum 0.88058
  weights w_A,w_B,w_C = 0.78940, 0.17443, 0.03617
Sample adjusted: P_A,P_B,P_C = 0.86666, 0.12462, 0.00007; sum 0.99135
  weights w_A,w_B,w_C = 0.87422, 0.12571, 0.00007
Sweep grids: 50 radial, polar (20, 24, 28), azimuthal = 2 x polar
RMS error of electron count (electrons), no size adjustment:
  k=0: 1.70e-03
  k=1: 4.11e-04
  k=2: 4.20e-05
  k=3: 1.28e-06
  k=4: 1.09e-06
  k=5: 1.99e-05
Fine grid: 80 radial x 40 polar x 80 azimuthal per atom, k=3
Cell charges plain A,B,C (electrons): 7.970, 5.911, 1.119
  total 15.000000, error -2.6e-08 electrons
Cell charges adjusted A,B,C (electrons): 8.450, 5.820, 0.730
  total 15.000000, error -4.1e-08 electrons
Exact total: 15 electrons
```
